# How precisely the hydrogen 1420 MHz hyperfine line tests QED

**Comment on the argument that the hydrogen 1420 MHz line is a fourteen-digit test of QED**

The argument under review runs as follows. The ground-state hyperfine frequency \(\nu\) of hydrogen is written with fourteen figures; hydrogen is one electron bound to one proton by electromagnetic forces; QED describes those forces; the calculated value agrees with the measured one; hence QED is confirmed to fourteen digits. I have one small objection and one that is fatal. The small one is that figures written are not figures known: the relative uncertainty of the measurement is roughly \(10^{-12}\), about 1.4 mHz. The fatal one is that a comparison is only as sharp as its less certain side, so the calculated side has to be taken apart term by term. I write \(\nu=\nu_F(1+\sum\delta)\) and quote each \(\delta\) in ppm of \(\nu_F\). The electron, proton and reduced masses are \(m\), \(M\), \(m_r\), and \(a=a_0m/m_r\). The proton's charge and magnetization densities \(\rho_E,\rho_M\) are spherical and normalized to 1, with Fourier transforms \(G_E,G_M\) and rms radii \(r_E,r_M\).

**1. The leading term is limited by its inputs.** A spherical dipole \(\mu\hat z\) has \(\mathbf A=\mu_0\mu f(r)(-y,x,0)\) with \(f=F/4\pi r^3\), where \(F(r)\) is the enclosed fraction, \(F'=4\pi r^2\rho_M\). The curl gives \(B_z=\mu_0\mu[2f+(x^2+y^2)f'/r]\). An s electron samples all directions equally, \(\langle x^2+y^2\rangle=2r^2/3\), and \(rf'=\rho_M-3f\), so
\[
\langle B_z\rangle=\mu_0\mu\left[2f+\tfrac23(\rho_M-3f)\right]=\tfrac23\mu_0\mu\,\rho_M(r).
\]
The transverse components average to zero by axial symmetry, and there is no orbital term for \(l=0\). With electron moment \(-g\mu_B\mathbf S\), proton moment \(2\mu_p\mathbf I\) and energy \(-\boldsymbol\mu_e\cdot\mathbf B\),
\[
H=\tfrac23\mu_0\,g\mu_B\,2\mu_p\,\langle\rho_M\rangle\,\mathbf S\cdot\mathbf I,\qquad \langle\rho_M\rangle=\int\rho_M|\psi|^2d^3r .
\]
Since \(\mathbf S\cdot\mathbf I=\tfrac12[J(J+1)-\tfrac32]\) for total spin \(J\), the triplet has \(+\tfrac14\), the singlet \(-\tfrac34\), and the difference is 1. For \(g=2\) and a point proton, \(\langle\rho_M\rangle=|\psi(0)|^2=1/\pi a^3\), so \(h\nu_F=(8/3\pi)(\mu_0\mu_B^2/a_0^3)(\mu_p/\mu_B)(m_r/m)^3\). From \(\mu_B=e\hbar/2m\) and \(\mu_0e^2=4\pi\alpha\hbar/c\) follows \(\mu_0\mu_B^2=\pi\alpha\hbar^3/m^2c\); with \(a_0=\hbar/\alpha mc\) this gives \(\mu_0\mu_B^2/a_0^3=\pi\alpha^4mc^2\); and \(\alpha^2mc^2=2hcR_\infty\). Therefore
\[
\nu_F=\tfrac{16}{3}\alpha^2\,cR_\infty\,\frac{\mu_p}{\mu_B}\Big(\frac{m_r}{m}\Big)^3 .
\]
Numerically, \(\tfrac{16}{3}(53.251354\times10^{-6})(3.28984196\times10^{15}\,\mathrm{Hz})(1.521032202\times10^{-3})(0.998367927)=1418.840\) MHz. The ratio \(\mu_p/\mu_B\) is a measured property of the proton that QED does not supply. The tabulated uncertainties of the constants, combined in quadrature with correlations ignored, give \(4.2\times10^{-10}\) of \(\nu_F\), or 0.60 Hz, about 400 times the measurement level. With these inputs even a point proton could not give a twelve-digit comparison.

**2. Point-proton corrections.** The free electron has \(g=2(1+a_e)\), and \(H\propto g\), so \(\delta=a_e=1159.652\) ppm, taken as an input; its first-order QED value \(\alpha/2\pi\) is 1161.41 ppm.

The relativistic (Breit) term follows from the Dirac 1s state for an infinitely heavy point proton. In units \(\hbar=c=m=1\) the radial equations for large and small components are
\[
P'-\frac Pr=\Big(E+1+\frac\alpha r\Big)Q,\qquad Q'+\frac Qr=-\Big(E-1+\frac\alpha r\Big)P .
\]
Insert \(P=r^\gamma e^{-\alpha r}\), \(Q=\eta P\). The \(1/r\) terms give \(\gamma-1=\eta\alpha\) and \(\eta(\gamma+1)=-\alpha\), whose combination is \(\gamma^2=1-\alpha^2\). The constant terms give \(E=1+\eta\alpha=\gamma\) and \(E+1=-\alpha/\eta=1+\gamma\), which agree. The coupling \(\boldsymbol\alpha\cdot\mathbf A\) connects large to small components, so the splitting is an angular factor independent of \(\alpha\) times \(W=-\int PQ\,Fr^{-2}dr\big/\int(P^2+Q^2)dr\). In the nonrelativistic limit \(Q=\tfrac12(P'-P/r)\); with \(P=r\phi\) this is \(Q=r\phi'/2\), and integration by parts turns the numerator into \(\tfrac14\int\phi^2F'dr\), which is proportional to \(\langle\rho_M\rangle\). That limit is therefore the Fermi result and fixes the normalization: for \(F=1\), \(P=re^{-\alpha r}\), \(Q=-\alpha P/2\), one has \(W_0=(\alpha/2)(2\alpha)^{-1}/[2(2\alpha)^{-3}]=\alpha^3\). For the Dirac state, \(-\eta=\alpha/(1+\gamma)\) and \(1+\eta^2=2/(1+\gamma)\), so
\[
W=\frac{-\eta}{1+\eta^2}\,\frac{\Gamma(2\gamma-1)(2\alpha)^{2}}{\Gamma(2\gamma+1)}=\frac\alpha2\,\frac{4\alpha^2}{2\gamma(2\gamma-1)},\qquad \frac{W}{W_0}=\frac1{\gamma(2\gamma-1)} .
\]
With \(\gamma=1-\alpha^2/2-\alpha^4/8\), the denominator \(2\gamma^2-\gamma\) is \(1-\tfrac32\alpha^2+\tfrac18\alpha^4\), and its inverse is \(1+\tfrac32\alpha^2+(\tfrac94-\tfrac18)\alpha^4\). The terms are 79.877 and 0.006 ppm; numerical integration of the radial equations gives 79.883 ppm. For a point nucleus of charge \(Z\) the factor diverges at \(\gamma=\tfrac12\), or \(Z\approx119\). The point-nucleus idealization becomes poor well before that, because small distances gain weight and the spread of the nuclear charge and of the moment then both matter; hydrogen is far from this regime.

**3. The term the argument overlooks.** The proton has a size, which changes both the wave function near it and the region over which the wave function is sampled. With \(\Phi(\mathbf r)=\int\rho_E(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'\) and \(1/a=m_r\alpha c/\hbar\), the Schrödinger equation at \(E\simeq-\hbar^2/2m_ra^2\) reads \(\nabla^2\psi=-(2/a)\Phi\psi+\psi/a^2\). At distances of order \(r_E\), \(\Phi\sim1/r_E\gg1/a\), so to first order in \(r_E/a\) the last term drops and \(\psi\) on the right is a constant \(C\). Because \(\nabla^2|\mathbf r|=2/|\mathbf r|\), the regular spherical solution is
\[
\psi=C\Big[1-\frac1a\int\rho_E(\mathbf r')|\mathbf r-\mathbf r'|\,d^3r'\Big].
\]
To fix \(C\), average over the angle between \(\mathbf r\) and \(\mathbf r'\):
\[
\tfrac12\int_{-1}^{1}\sqrt{r^2+r'^2-2rr'u}\,du=\frac{(r+r')^3-|r-r'|^3}{6rr'}=r_>+\frac{r_<^2}{3r_>} .
\]
Outside the proton, then, \(\psi=C[1-r/a-r_E^2/3ar]\). The first two terms start \(Ce^{-r/a}\); the third is of relative order \((r_E/a)^2\) at \(r\sim a\), where the normalization integral is collected. So \(C=\psi_{\rm pt}(0)\) to first order. Squaring, keeping the linear term and averaging over \(\rho_M\) gives the Zemach correction
\[
\delta_Z=-\frac{2r_Z}{a},\qquad r_Z=\iint\rho_E(\mathbf r')\rho_M(\mathbf r)\,|\mathbf r-\mathbf r'|\,d^3r\,d^3r' .
\]
The sign is negative for two reasons. The spread charge lowers \(|\psi(0)|^2\) itself by the fraction \(2\langle r\rangle_E/a\), as the bracket at \(\mathbf r=0\) shows, and this part remains for a point moment. The spread moment then samples \(\psi\) away from the centre, where it is smaller still, which for densities that are nowhere negative adds \(2(r_Z-\langle r\rangle_E)/a\ge0\) because \(r_>+r_<^2/3r_>\ge r'\). For the equal exponential densities of section 4 the first part is \(24/35\) of the total. To first order the sum equals the drop of the point-proton \(|\psi|^2\) between \(r=0\) and \(r=r_Z\), and \(\delta_Z\to0\) for a point proton. The neglected \(1/r\) piece is the irregular Coulomb solution, for which \(u=r\psi\) obeys \(u''\simeq-2u(0)/ar\) and acquires an \(r\ln r\) term; the expected error relative to \(\delta_Z\) is thus of order \((r_Z/a)\ln(a/r_Z)\). Relativistic corrections to \(\delta_Z\) are not included.

A momentum form is useful. Two integrations by parts give \(\int_0^\infty(x-\sin x)x^{-3}dx=\tfrac12\int_0^\infty(1-\cos x)x^{-2}dx=\tfrac12\int_0^\infty x^{-1}\sin x\,dx=\pi/4\), so with \(x=Qs\), \(s=(4/\pi)\int_0^\infty dQ\,Q^{-2}[1-\sin(Qs)/Qs]\). The separation \(\mathbf s=\mathbf r-\mathbf r'\) is distributed as the convolution of the two densities, and the average of \(\sin(Qs)/Qs\) over a spherical distribution is its Fourier transform, here \(G_EG_M\). Hence
\[
r_Z=-\frac4\pi\int_0^\infty\frac{dQ}{Q^2}\,(G_EG_M-1).
\]

**4. The charge radius does not fix \(r_Z\).** The integral needs both form factors at all \(Q\), whereas \(r_E\) gives only the slope of \(G_E\) as a function of \(Q^2\) at \(Q=0\). Three shapes show this.

Exponential: \(\rho=\Lambda^3e^{-\Lambda r}/8\pi\) has \(r_{\rm rms}^2=\tfrac12\Lambda^3\cdot4!/\Lambda^5=12/\Lambda^2\). Applying \(-\partial_\Lambda\) to the pair \(e^{-\Lambda r}/r\leftrightarrow4\pi/(Q^2+\Lambda^2)\) gives the dipole \(G=\Lambda^4/(Q^2+\Lambda^2)^2\). This equals \(D_\Lambda\,[\Lambda^2/(Q^2+\Lambda^2)]\) with \(D_\Lambda=1-\tfrac12\Lambda\partial_\Lambda\), because \(\tfrac12\Lambda\partial_\Lambda\) of the bracket is \(\Lambda^2Q^2/(Q^2+\Lambda^2)^2\); also \(D_\Lambda1=1\). It suffices to treat two monopoles with parameters \(p,q\), for which \(1-G_EG_M=Q^2(Q^2+p^2+q^2)/[(Q^2+p^2)(Q^2+q^2)]\). Partial fractions give \(\int_0^\infty dQ/[\cdots]=\pi/2pqS\) and \(\int_0^\infty Q^2dQ/[\cdots]=\pi/2S\) with \(S=p+q\), so the monopole result is \(2(p^2+pq+q^2)/pqS=2/p+2/q-2/S\). Now \(D_p(1/p)=3/2p\), \(D_q(1/S)=1/S+q/2S^2\), and \(D_p\) of the latter adds \(p/2S^2+pq/2S^3\), for a total \(3/2S+pq/2S^3\). Thus
\[
r_Z=\frac3p+\frac3q-\frac3S-\frac{pq}{S^3},\qquad p=\frac{\sqrt{12}}{r_E},\quad q=\frac{\sqrt{12}}{r_M}.
\]
For \(q\to\infty\) this tends to \(3/p=\langle r\rangle_E\), as it must; for \(p=q=\Lambda\) it is \((6-\tfrac32-\tfrac18)/\Lambda=35/8\Lambda=1.2630\,r_{\rm rms}\).

Gaussian: each \(G=e^{-Q^2r_{\rm rms}^2/6}\). By parts, \(\int_0^\infty(1-e^{-kQ^2})Q^{-2}dQ=2k\int_0^\infty e^{-kQ^2}dQ=\sqrt{\pi k}\), and \(k=r_{\rm rms}^2/3\) gives \(r_Z=\sqrt{16/3\pi}\,r_{\rm rms}=1.3029\,r_{\rm rms}\).

Uniform ball of radius \(R\), \(r_{\rm rms}^2=3R^2/5\): counting the region \(r'<r\) twice, the inner integral is \(\int_0^r3r'^2R^{-3}(r+r'^2/3r)dr'=6r^4/5R^3\), and \(r_Z=2\int_0^R3r^2R^{-3}\cdot6r^4/5R^3\,dr=36R/35=1.3279\,r_{\rm rms}\).

With the tabulated \(r_E=0.8407\) fm and \(a=52946.54\) fm, the central model (dipoles, \(r_M=r_E\), \(\Lambda=4.120\ \mathrm{fm}^{-1}\)) has \(r_Z=1.2630\times0.8407=1.0618\) fm and \(\delta_Z=-2\times1.0618/52946.54=-40.11\) ppm. The Gaussian at the same radius gives 1.0954 fm, a shift of \(-1.27\) ppm from the central value; the uniform ball 1.1164 fm and \(-2.06\) ppm. Dipoles with the chosen round values \(r_M=0.80\) and 0.90 fm shift it by \(+0.96\) and \(-1.43\) ppm. By contrast the uncertainty of \(r_E\), 0.0006 fm, at fixed shape and fixed \(r_M\) moves it by 0.015 ppm. Direct numerical solution of the Schrödinger equation with the extended charge gives \(-40.112\) ppm (dipole, against \(-40.109\)) and \(-41.382\) ppm (Gaussian); for an enlarged model with \(r_E=3\times10^{-3}a\), \(r_M=1.5\times10^{-3}a\) the formula is off by about 1 % of the shift, so the residual shrinks with size. This spread of models illustrates the dependence on shape; it is not the error bar that scattering data would give.

**5. Vacuum polarization is the same integral.** The electron loop multiplies the photon propagator, and so both the electric and the magnetic field, by \(1+\Pi(Q)\). I take the one-loop function as an input from QED: \(\Pi=(2\alpha/\pi)\int_0^1x(1-x)\ln[1+x(1-x)Q^2/m^2]\,dx\) with \(\hbar=c=1\). Set \(G_E=G_M=1+\Pi\), so \(G_EG_M-1\simeq2\Pi\), and \(1/a=\alpha m\), the difference between \(m\) and \(m_r\) being a recoil correction. Momenta of order \(m\) matter here, so the nonrelativistic derivation of section 3 is not sufficient by itself; I use without derivation that the Dirac equation gives the same shift to leading order in \(\alpha\). By parts, \(\int_0^\infty\ln(1+b^2Q^2)Q^{-2}dQ=2b^2\int_0^\infty dQ/(1+b^2Q^2)=\pi b\), here with \(b=\sqrt{x(1-x)}/m\). Then
\[
\delta_{\rm VP}=\frac{8\alpha m}{\pi}\cdot2\cdot\frac{2\alpha}{\pi}\cdot\frac{\pi}{m}\int_0^1[x(1-x)]^{3/2}dx=\frac{32\alpha^2}{\pi}\,\frac{\Gamma(5/2)^2}{\Gamma(5)}=\frac{32\alpha^2}{\pi}\,\frac{3\pi}{128}=\frac34\alpha^2 ,
\]
using \(\Gamma(5/2)^2=9\pi/16\) and \(\Gamma(5)=24\). The sign is positive because the effective charge and moment grow at short distance. The effective density is not positive everywhere; the derivation of \(\delta_Z\) in section 3 does not need that, although the inequality \(r_Z\ge\langle r\rangle_E\) there does. A point charge with a Yukawa cloud, \(G=1+\epsilon Q^2/(Q^2+\lambda^2)\) with \(\epsilon=0.5\), \(\lambda a=10^4\), solved numerically gives \(4.5035\times10^{-4}\) against \(4.5000\times10^{-4}\) from the formula.

**6. The ranked list.** Two QED coefficients are stated without derivation; they enter the partial sum below and the comparison of sizes in section 7, but not the limit set by the proton's structure: the self-energy binding term \((\ln2-\tfrac{13}{4})\alpha^2\) and the leading logarithm \(-(8/3\pi)\alpha^3\ln^2\alpha\), whose subleading \(\alpha^3\) terms are omitted (\(\alpha^3/\pi=0.124\) ppm, to be multiplied by a logarithm or a large constant).

| term | ppm | status |
|---|---|---|
| \(a_e\) | +1159.65 | input |
| self-energy binding | −136.16 | stated |
| Breit \(\tfrac32\alpha^2\) | +79.88 | derived |
| Zemach, central model | −40.1 | derived, model input |
| vacuum polarization | +39.94 | derived from \(\Pi\) |
| \(\alpha^3\ln^2\alpha\) | −7.99 | stated |
| recoil | scale 4 | estimate |
| polarizability | scale 1 | estimate |
| Breit \(\tfrac{17}{8}\alpha^4\) | +0.006 | derived |

The two estimates are dimensional, not derived, and can miss numerical factors and logarithms such as \(\ln(M/m)=7.5\). In natural units \(\delta_Z=-2\alpha m_rr_Z\), which is \(\alpha\) times the electron mass times a length of the proton. A proton that recoils under the exchange of two photons supplies the length \(1/M\), giving \(\alpha m/M=3.97\) ppm; a proton excited between the two photons is estimated with a loop factor, \((\alpha/\pi)m/M=1.27\) ppm. Photon momenta up to order \(M\) enter, where the form factors are far from 1 (0.18 at \(Q=M\) in the central model), so these terms also need proton data.

Without them, and without cross terms such as \(a_e\delta_Z\), the sum is \(1159.652-136.156+79.877-40.109+39.939-7.985+0.006=1095.22\) ppm, and \(\nu=1418.840\times1.00109522=1420.394\) MHz, a wavelength of 21.11 cm. The measured line, 1420.4058 MHz, lies 0.012 MHz or 8.3 ppm higher. The omitted terms and the choice of proton model have to account for this difference, and the partial sum alone cannot say how it divides among them. The near cancellation of the Zemach and vacuum-polarization entries is an accident, since one is set by the proton's size and the other by \(\alpha\) times the electron's reduced Compton wavelength, a length that has nothing to do with the proton. It does make the point: a true QED effect and a property of the proton enter the one measured number at the same size, and that number cannot separate them.

**7. What the comparison tests.** Differentiating, \(d\nu/\nu_F=-2\,dr_Z/a\), with \(2/a=37.77\) ppm per fm. One ppm, 1.419 kHz, requires \(r_Z\) to \(1/37.77=0.0265\) fm, which is 2.5 % of 1.0618 fm. Knowing \(r_Z\) to 1 % leaves 0.40 ppm, about \(4\times10^5\) times the measurement level. To reach \(10^{-12}\) one would need \(r_Z\) to \(2.6\times10^{-8}\) fm, a relative accuracy of \(2.5\times10^{-8}\), with recoil, polarizability, the input constants and the omitted QED terms known to match. With \(r_Z\) known at the percent level, and recoil and polarizability known to a fraction of a ppm, the comparison can reach about six digits of \(\nu\); the partial sum of section 6 does not itself establish agreement at that level. Relative to the QED terms themselves it is less: 1 ppm is about one part in a thousand of \(a_e\), somewhat less than one part in a hundred of the self-energy binding term, and an eighth of the \(\alpha^3\ln^2\alpha\) term, while terms of scale \(\alpha^4=2.8\times10^{-9}\) are not probed.

The claim can be repaired in two ways. Read backwards, with QED assumed, the line measures \(r_Z\), though only as well as the other proton terms are known: an error of the full polarizability scale corresponds to \(1.27/37.77\approx0.03\) fm. Alternatively the structure term can be cancelled. The energy dropped out of the short-range equation in section 3, so \(\delta_Z\) is the same for every \(ns\) state at this order, while \(\nu_F\propto|\psi_n(0)|^2\propto n^{-3}\); the combination \(8\nu_{2s}-\nu_{1s}\) is therefore free of \(r_Z\) at first order in \(r_Z/a\) within the nonrelativistic treatment of section 3 (relativistic terms of relative order \(\alpha^2r_Z/a\), not included there, need not cancel). The leading Fermi term and the first-order \(a_e\) term cancel too. What remains is \(\nu_F\) times the difference between the corrections of the two states, so the combination tests the state-dependent terms only. The Dirac factor alone leaves \(\tfrac58\alpha^2=33.3\) ppm of \(\nu_F\), about 47 kHz.

I recommend that the statement be replaced by this one: the 1s hyperfine line is measured to roughly \(10^{-12}\) and can be compared with theory near \(10^{-6}\), the limit being the proton's structure, which enters through the Zemach radius and through the recoil and polarizability terms. The numerical check below tests the contact field, \(\nu_F\), the Dirac factor, the closed forms of \(r_Z\) and the Zemach shift by independent routes, and the integration that leads from \(\Pi\) to the coefficient \(\tfrac34\); the two stated coefficients and the two estimates are not tested.

## Table of computed values

```
alpha = 7.2973525643e-03, 1/alpha = 137.035999, ln alpha = -4.9202
c R_inf = 3.2898419602e+15 Hz, mu_p/mu_B = 1.521032202e-03
m/M = 5.446170215e-04, (m_r/m)^3 = 0.998367927
a = 52946.54 fm, r_E = 0.8407 fm, u(r_E) = 0.0006 fm
nu_F = 1418.840091 MHz; by diagonalization 1418.840091 MHz
rel. uncertainty of nu_F from constants = 4.2e-10 = 0.60 Hz
alpha/2pi = 1161.41 ppm, alpha^2 = 53.2514 ppm
Dirac factor numeric: Z alpha=0.3: 1.1546533; hydrogen: 1 + 79.883 ppm
vacuum polarization coefficient by quadrature = 0.7500000
a_e (input): +1159.652 ppm = +1645.361 kHz
self-energy binding (stated coeff.): -136.156 ppm = -193.183 kHz
Breit 3/2 alpha^2: +79.877 ppm = +113.333 kHz
Zemach, dipole r_M=r_E: -40.109 ppm = -56.909 kHz
vacuum polarization 3/4 alpha^2: +39.939 ppm = +56.666 kHz
alpha^3 ln^2 (stated coeff.): -7.985 ppm = -11.330 kHz
Breit 17/8 alpha^4: +0.006 ppm = +0.009 kHz
partial sum = 1095.22 ppm, nu = 1420.394 MHz, wavelength = 21.11 cm
recoil scale alpha m/M = 3.97 ppm
polarizability scale (alpha/pi) m/M = 1.27 ppm
scales: alpha^3/pi = 0.124 ppm, alpha^4 = 2.8e-09
r_Z/r_rms: dipole 1.2630, Gaussian 1.3029, uniform 1.3279
dipole lam = 4.120 1/fm
dipole r_M=r_E: r_Z = 1.0618 fm, delta_Z = -40.11 ppm, vs central +0.00 ppm = +0.00 kHz
Gaussian: r_Z = 1.0954 fm, delta_Z = -41.38 ppm, vs central -1.27 ppm = -1.80 kHz
uniform: r_Z = 1.1164 fm, delta_Z = -42.17 ppm, vs central -2.06 ppm = -2.93 kHz
dipole r_M=0.80 fm: r_Z = 1.0364 fm, delta_Z = -39.15 ppm, vs central +0.96 ppm = +1.37 kHz
dipole r_M=0.90 fm: r_Z = 1.0998 fm, delta_Z = -41.54 ppm, vs central -1.43 ppm = -2.03 kHz
Schroedinger solve: dipole -40.112 ppm, Gaussian -41.382 ppm
model r_E=3e-3 a, r_M=1.5e-3 a: numeric/formula - 1 = 9.64e-03
Yukawa eps=0.5, lam a=1e4: numeric 4.5035e-04, formula 4.5000e-04
u(r_E) at fixed r_M and shape gives 0.015 ppm
sensitivity 2/a = 37.77 ppm/fm; 1% of r_Z = 0.40 ppm
1 ppm = 1.419 kHz needs r_Z to 0.0265 fm = 2.5 %
rough measurement level 1e-12 = 1.4 mHz needs r_Z to 2.6e-08 fm (relative 2.5e-08)
ratios to that level: constants 422, 1% of r_Z 4.0e+05
```
